Why a Dilute Two-Dimensional Electron Gas Overscreens a Gate Field

**1. Kinetic energy alone: a sheet that leaks**

Take a flat sheet of electrons between a top gate and a bottom electrode. The sheet and the bottom electrode, a distance d apart, exchange electrons through a common reservoir. The gate changes the field above the sheet by F₀. What change Fₚ appears below it?

The gas is uniform, clean, strictly two-dimensional, unpolarized and at zero temperature. The electrons have mass m (in electron masses) and sit in a medium of dielectric constant κ. I use effective atomic units, in which ħ, the mass and e²/κ are all 1. Length is then measured in a* = κa_B/m and energy in Ha* = (m/κ²) Ha. F denotes e times the field, positive when the field points down.

First leave out exchange. With two spins, the filled Fermi disc gives the density

n = 2·πk_F²/(2π)² = k_F²/(2π).

An added electron enters at the Fermi circle, at a kinetic cost

μ_kin = k_F²/2 = πn, so dμ_kin/dn = π.

Two conditions fix the response. The first is Gauss's law: δn added electrons carry negative charge, so the downward field drops across the sheet,

F₀ − Fₚ = 4π δn.

The second is equilibrium with the reservoir. A downward field Fₚ puts the sheet at a higher electric potential than the bottom electrode, which lowers an electron's energy there by Fₚd. The bottom electrode is taken as an ideal metal, whose own chemical potential does not change with its charge. The sum μ(n) − Fₚd must then stay fixed, so to first order

(dμ/dn) δn = Fₚd.

Define λ = (dμ/dn)/(4π) and insert δn from Gauss's law:

λ(F₀ − Fₚ) = Fₚd
Fₚ/F₀ = λ/(d + λ)
δn = (F₀/4π)·d/(d + λ).

For kinetic energy alone λ = 1/4, that is a*/4 at every density. A little field leaks through, because the Pauli principle makes added electrons costly. Perfect screening would need dμ/dn = 0, and overscreening, a reversed field below the sheet, needs dμ/dn < 0. The kinetic term cannot supply that.

**2. The same quantity as a capacitance**

Now hold the gate field fixed and insert a bias between the sheet and the bottom electrode, which raises the level seen by the sheet by v relative to the electrode. With F₀ = 0, Gauss's law gives Fₚ = −4πδn, and equilibrium reads

v = (dμ/dn) δn − Fₚd = (dμ/dn + 4πd) δn.

The capacitance per area, C = δn/v with e = 1, therefore obeys

1/C = 4πd + dμ/dn = 1/C_geo + 1/C_q, with C_q = 1/(dμ/dn).

C_q is the quantum capacitance. It is in series with the geometric one, and

C/C_geo = 4πd/(4πd + 4πλ) = d/(d + λ).

A negative C_q makes the total capacitance larger than the geometric value, provided d + λ > 0.

**3. The exchange contribution**

The average Coulomb repulsion of the uniform charge is already counted in the electric potential. Exchange remains. Let f_k be the occupation of a state. In Hartree-Fock theory the energy contains Σ f_k k²/2 and an exchange term −½ΣΣ f_k f_k′ v(k − k′) over pairs of equal spin. Differentiating with respect to one f_k cancels the factor ½, since each f_k occurs twice in the double sum. The cost of an added electron is thus its orbital energy, taken at k_F where new electrons enter.

The Coulomb interaction in the plane has the transform

v(q) = ∫ d²r e^(−iq·r)/r = 2π ∫₀^∞ J₀(qr) dr = 2π/q.

The exchange energy at the Fermi circle is therefore

Σ(k_F) = −∫ d²k′/(2π)² · 2π/|k′ − k|, with |k| = k_F and k′ inside the disc.

Place the origin at k itself and set q = k′ − k. The area element q dq dθ cancels the 1/q. Measured from the inward direction, a ray at angle θ stays inside the disc for a length 2k_F cos θ, so

Σ(k_F) = −(1/2π) ∫ dθ 2k_F cos θ (θ from −π/2 to π/2)
= −(1/2π)·4k_F = −2k_F/π.

With k_F = √(2πn) this is

μ_x = −2√(2n/π).

Its slope follows from d√n/dn = 1/(2√n):

dμ_x/dn = −√(2/(πn)) = −√2 r_s, where r_s = 1/√(πn).

The sign has a simple origin. Each electron is surrounded by a region, of size about 1/k_F, from which electrons of equal spin are partly excluded. In a denser gas this hole is tighter and binds the electron more strongly. Adding density therefore lowers the exchange energy of the next electron.

**4. Weighing the two**

The sum is

μ = πn − 2√(2n/π)
dμ/dn = π − √2 r_s
λ = (1/4)(1 − √2 r_s/π).

The kinetic cost per added density is constant in two dimensions, because the density of states of the free gas is constant. The exchange gain per added density grows as n^(−1/2). Dilution therefore lets exchange win, and the slope vanishes at

r_s = π/√2 = 2.22, or n = 1/(πr_s²) = 2/π³.

There C_q diverges, and it is negative at larger r_s. At the crossing μ has its minimum,

μ = 2/π² − 4/π² = −2/π² Ha*.

In the dense limit r_s → 0 exchange drops out and λ returns to 1/4.

**5. Why the device does not collapse**

A negative dμ/dn would mean instability if charge could be added without electrostatic cost. Here it cannot. At fixed gate charge Fₚ changes by −4π per added electron per area, so the field energy Fₚ²d/(8π) has second derivative

2·(4π)²·d/(8π) = 4πd.

The energy of the device thus has curvature 4πd + dμ/dn = 4π(d + λ), which is positive when d > −λ. For negative λ,

|λ| = √2 r_s/(4π) − 1/4 < 0.113 r_s,

far below the electron spacing. The derivation itself assumes that both d and the distance to the top gate are much larger than r_s, so that image charges in the two electrodes leave the exchange slope nearly unchanged. Within that range the device with an unpolarized gas is stable against uniform changes of density.

**6. Spin and correlation**

The value 2.22 belongs to an unpolarized gas with exchange only. If the spins are free to align, Hartree-Fock theory gives a different answer. Integrating the two parts of μ over n and dividing by n gives the energy per electron of the unpolarized gas:

πn/2 − (4/3)√(2n/π) = 1/(2r_s²) − 4√2/(3πr_s).

Full polarization puts all electrons in one disc and raises k_F by √2 at the same n. The kinetic energy doubles and the exchange energy grows by √2:

1/r_s² − 8/(3πr_s).

The two are equal when 1/(2r_s²) = (8 − 4√2)/(3πr_s), which gives

r_s = 3π/(8(2 − √2)) = 2.01.

Above this value the polarized gas is lower in exchange-only theory. Its chemical potential is k_F²/2 − 2k_F/π with k_F = √(4πn), so

μ = 2πn − 4√(n/π), dμ/dn = 2π − 2r_s,

and its sign change comes at r_s = π. With free spins there is also a jump at r_s = 2.01, where the two energy curves cross with different slopes: as the density rises through this point, the gas loses its polarization and μ drops from −0.139 to −0.200 Ha*. The stability argument of section 5 does not cover this drop: near it the device energy has two local minima, a polarized and an unpolarized one, whose densities differ by about 0.062/(4πd).

Correlation alters this balance. With the AMGB correlation functional, the polarized gas at r_s = 2.22 lies 1.33 meV per electron above the unpolarized one, for the parameters of section 7. Without correlation it lies 0.29 meV below. The sign change of the unpolarized gas moves to r_s = 2.03. In this description correlation thus puts the unpolarized gas below the fully polarized one at r_s = 2.22 and makes overscreening of the unpolarized gas begin at a slightly higher density.

**7. Numbers on both sides of the crossing**

Take round model parameters m = 0.1 and κ = 10, so a* = 52.9 Å and Ha* = 0.0272 eV. Let d = 2000 Å and the gate field change be 10⁻⁵ V/Å. The exchange-only crossing lies at n = 2.30×10⁻⁵ Å⁻², or 2.30×10¹¹ cm⁻². The results below are for the unpolarized gas without correlation. They hold only for a layer much thinner than a* and a temperature far below the Fermi energy, which is 2.4 meV (28 K) at n = 10⁻⁵ Å⁻². A quantum well of width comparable to a* or larger softens the Coulomb interaction, weakens exchange and moves the crossing to lower density.

The kinetic slope is πHa*a*² = 239.4 eV Å² at both densities.

Dense case, n = 10⁻⁴ Å⁻²:

r_s = 56.42/52.92 = 1.066
dμ/dn = 239.4 − 114.9 = 124.5 eV Å²
λ = (52.92/4)(124.5/239.4) = 6.88 Å
Fₚ/F₀ = 6.88/2006.88 = 0.0034.

Dilute case, n = 10⁻⁵ Å⁻²:

r_s = 178.41/52.92 = 3.37
dμ/dn = 239.4 − 363.3 = −123.9 eV Å²
C_q/e² = 1/(−123.9) = −0.00807 eV⁻¹ Å⁻²
λ = (52.92/4)(−123.9/239.4) = −6.85 Å
Fₚ/F₀ = −6.85/1993.15 = −0.0034.

Perfect screening would require, with e² = κHa*a* = 14.40 eV Å,

δn = 10 × 10⁻⁵/(4π × 14.40) = 5.526×10⁻⁷ Å⁻².

The dilute gas takes up 5.545×10⁻⁷ Å⁻², an excess of 0.34% over that amount, and the field below it is reversed. These are first-order values. This field changes the dilute density by 5.5%, and inserting that change into the full μ(n) of section 4 gives Δμ = −6.60×10⁻⁵ eV, so Fₚ/F₀ = −0.0033 and an excess of 0.33%. The dense gas takes up 5.507×10⁻⁷ Å⁻² and lets a little field through. The capacitance ratio C/C_geo is 1.0034 in the dilute case and 0.9966 in the dense one.

The effect is small because |λ| is small compared with d, although the exchange slope in the dilute gas is one and a half times the kinetic one. The numerical check finds the same first-order field ratios by minimizing the total energy of the plates and the gas for small gate charges of both signs, ±1% of n.

Values computed for the example and the checks

```
effective mass m = 0.1 electron masses
dielectric constant kappa = 10.0
effective Bohr radius a* = 52.918 angstrom
effective Hartree Ha* = 0.027211 eV
distance d to bottom electrode = 2000 angstrom
gate field change E0 = 1.0e-05 V/angstrom
sign change, exchange only, unpolarized: r_s = 2.2214
pi/sqrt(2) = 2.2214
density at sign change = 2.3034e-05 angstrom^-2
minimum of mu there = -0.005514 eV
exchange-only spin polarization above r_s = 2.0111
sign change, exchange only, polarized: r_s = 3.1416
sign change with AMGB correlation: r_s = 2.0339
polarized minus unpolarized energy per electron at r_s = 2.22:
  exchange only = -0.2883 meV
  with AMGB correlation = 1.3339 meV
density n = 1e-04 angstrom^-2: r_s = 1.0662
  mean electron radius r_s a* = 56.42 angstrom
  kinetic part of mu = 0.023939 eV
  exchange part of mu = -0.022979 eV
  mu = 0.000960 eV
  kinetic dmu/dn = 239.39 eV angstrom^2
  exchange dmu/dn = -114.89 eV angstrom^2
  total dmu/dn = 124.50 eV angstrom^2
  C_q/e^2 = 8.03241e-03 eV^-1 angstrom^-2
  lambda = 6.8801 angstrom
  Ep/E0 from formula = 0.003428
  Ep/E0 from energy minimum = 0.003428
  penetrating field Ep = 3.4282e-08 V/angstrom
  density for perfect screening = 5.52635e-07 angstrom^-2
  induced density = 5.50740e-07 angstrom^-2
  C/C_geo = 0.996572
density n = 1e-05 angstrom^-2: r_s = 3.3715
  mean electron radius r_s a* = 178.41 angstrom
  kinetic part of mu = 0.002394 eV
  exchange part of mu = -0.007266 eV
  mu = -0.004873 eV
  kinetic dmu/dn = 239.39 eV angstrom^2
  exchange dmu/dn = -363.32 eV angstrom^2
  total dmu/dn = -123.93 eV angstrom^2
  C_q/e^2 = -8.06882e-03 eV^-1 angstrom^-2
  lambda = -6.8490 angstrom
  Ep/E0 from formula = -0.003436
  Ep/E0 from energy minimum = -0.003436
  penetrating field Ep = -3.4363e-08 V/angstrom
  density for perfect screening = 5.52635e-07 angstrom^-2
  induced density = 5.54534e-07 angstrom^-2
  C/C_geo = 1.003436
```
